# Incomplete Ionization of Aluminium Acceptors in 4H-SiC: a program that tests the result

```python
# Result under test: in uncompensated p-type 4H-SiC the hole density p obeys
#   p^2/(N_A - p) = K,  K = (N_V/g) exp(-E_A/kT),
# and about 5 % of 1e18 cm^-3 acceptors at 0.20 eV are ionized at 300 K.
# N_A, N_D: acceptor and donor densities (cm^-3); g: neutral-state degeneracy;
# E_A: acceptor level above the valence-band edge (eV); N_V: effective density
# of valence states (cm^-3); mass: hole density-of-states mass in units of m0.
# Energies, including the Fermi level, are measured up from the valence edge.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

K_EV = const.k / const.e
N_A = 1e18
E_A = 0.20
G = 4
MASS = 1.0
T_ROOM = 300.0
GAP = 3.26          # eV, rough value
N_C_ROOM = 2e19     # cm^-3, rough conduction-band value at 300 K
EPS_R = 10.0        # rough static relative permittivity


def valence_density(T, mass=MASS):
    return 2 * (2 * np.pi * mass * const.m_e * const.k * T
                / const.h**2)**1.5 * 1e-6


def mass_action(T, level=E_A, g=G, mass=MASS):
    return valence_density(T, mass) / g * np.exp(-level / (K_EV * T))


def hole_formula(T=T_ROOM, donors=0.0, level=E_A, g=G, mass=MASS):
    K = mass_action(T, level, g, mass)
    b = K + donors
    net = N_A - donors
    return 2 * K * net / (b + np.sqrt(b * b + 4 * K * net))


def holes_fermi_dirac(fermi, T):
    """Integrate the parabolic density of states with Fermi statistics."""
    dos = (2 * MASS * const.m_e / const.hbar**2)**1.5 / (2 * np.pi**2)
    eta = fermi / (K_EV * T)
    integral = quad(lambda x: 2 * x * x / (1 + np.exp(x * x + eta)),
                    0, 8, epsabs=0, epsrel=1e-10)[0]
    return dos * (const.k * T)**1.5 * integral * 1e-6


def ionized_acceptors(fermi, T):
    return N_A / (1 + G * np.exp((E_A - fermi) / (K_EV * T)))


def electrons(fermi, T):
    return (N_C_ROOM * (T / T_ROOM)**1.5
            * np.exp(-(GAP - fermi) / (K_EV * T)))


def solve_neutrality(T, donors=0.0):
    def charge(fermi):
        return (holes_fermi_dirac(fermi, T) + donors
                - electrons(fermi, T) - ionized_acceptors(fermi, T))
    fermi = brentq(charge, 0.0, 1.5, xtol=1e-14)
    return fermi, holes_fermi_dirac(fermi, T)


kT = K_EV * T_ROOM
N_V = valence_density(T_ROOM)
K = mass_action(T_ROOM)
p = hole_formula()
fraction = p / N_A
fermi_formula = kT * np.log(N_V / p)

# Explicit sum over plane waves in a periodic cube, two spin states each.
box = 40e-9
index = np.arange(-200, 201)
wave_energy = (const.h * index / box)**2 / (2 * MASS * const.m_e)
one_axis = np.exp(-wave_energy / (const.k * T_ROOM)).sum()
N_V_sum = 2 * one_axis**3 / box**3 * 1e-6
assert abs(N_V_sum / N_V - 1) < 1e-8

# Canonical ensemble: sum over the number of ionized acceptors in a crystal.
# Free holes are a dilute classical gas; each neutral acceptor has G states.
sites = 200000
volume = sites / N_A
number = np.arange(sites + 1)
log_weight = (gammaln(sites + 1) - gammaln(number + 1)
              - gammaln(sites - number + 1)
              + (sites - number) * np.log(G)
              + number * (np.log(N_V_sum * volume) - E_A / kT)
              - gammaln(number + 1))
weight = np.exp(log_weight - log_weight.max())
fraction_canonical = (number * weight).sum() / weight.sum() / sites
# The remaining difference is a finite-crystal correction.
assert abs(fraction_canonical / fraction - 1) < 1e-3
assert 0.045 < fraction < 0.055

# Full numerical neutrality, including Fermi statistics and electrons.
fermi_numeric, p_numeric = solve_neutrality(T_ROOM)
assert abs(p_numeric / p - 1) < 2e-3
assert abs(fermi_numeric - fermi_formula) < 1e-4
assert fermi_numeric < E_A
temperatures = (300.0, 400.0, 500.0, 600.0)
for T in temperatures:
    fermi_T, p_T = solve_neutrality(T)
    # Dilute-hole statistics are accurate to a few parts per thousand here.
    assert abs(p_T / hole_formula(T) - 1) < 4e-3
    assert electrons(fermi_T, T) < 1e-6 * p_T

# Donors lower the hole density but raise the ionized acceptor fraction.
donors = 0.05 * N_A
p_comp = hole_formula(donors=donors)
fermi_comp, p_comp_numeric = solve_neutrality(T_ROOM, donors)
fraction_comp = ionized_acceptors(fermi_comp, T_ROOM) / N_A
assert abs(p_comp_numeric / p_comp - 1) < 2e-3
assert p_comp_numeric < p_numeric
assert fraction_comp > fraction

# Weak ionization overestimates; removing degeneracy nearly doubles p.
weak_fraction = np.sqrt(K / N_A)
fraction_g1 = hole_formula(g=1) / N_A
assert fraction < weak_fraction < 1.05 * fraction
assert 1.8 < fraction_g1 / fraction < 2.0

# Screening density from the numerical response of charge to Fermi level.
step = 1e-4


def mobile_charge(fermi):
    return holes_fermi_dirac(fermi, T_ROOM) - ionized_acceptors(fermi, T_ROOM)


response = -(mobile_charge(fermi_numeric + step)
             - mobile_charge(fermi_numeric - step)) / (2 * step)
screening_density = response * kT
screening_formula = p + p * (1 - fraction)
assert abs(screening_density / screening_formula - 1) < 3e-3
permittivity = EPS_R * const.epsilon_0
screening_length = np.sqrt(permittivity * const.k * T_ROOM
                           / (const.e**2 * screening_density * 1e6))
lowering = const.e / (4 * np.pi * permittivity * screening_length)
fraction_lowered = hole_formula(level=E_A - lowering) / N_A

print(f"Acceptor density N_A: {N_A:.2e} cm^-3")
print(f"Acceptor level E_A: {E_A:.2f} eV")
print(f"Neutral-acceptor degeneracy g: {G} (no unit)")
print(f"Hole density-of-states mass: {MASS:.2f} m0")
print(f"Temperature: {T_ROOM:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Valence density N_V, formula: {N_V:.4e} cm^-3")
print(f"Valence density N_V, state sum: {N_V_sum:.4e} cm^-3")
print(f"Boltzmann factor exp(-E_A/kT): {np.exp(-E_A/kT):.4e} (no unit)")
print(f"Mass-action constant K: {K:.4e} cm^-3")
print(f"Hole density p, formula: {p:.4e} cm^-3")
print(f"Hole density p, numerical neutrality: {p_numeric:.4e} cm^-3")
print(f"Ionized fraction, formula: {100*fraction:.3f} %")
print(f"Ionized fraction, canonical sum: {100*fraction_canonical:.3f} %")
print(f"Acceptors in canonical sum: {sites} (count)")
print(f"Ionized fraction, weak limit: {100*weak_fraction:.3f} %")
print(f"Fermi level above valence edge: {fermi_formula:.4f} eV")
print(f"Acceptor level minus Fermi level: {E_A-fermi_formula:.4f} eV")
print(f"Ionized fraction with g=1: {100*fraction_g1:.2f} %")
print(f"Ionized fraction with g=2: {100*hole_formula(g=2)/N_A:.2f} %")
for T in temperatures:
    print(f"Ionized fraction at {T:.0f} K: {100*hole_formula(T)/N_A:.2f} %")
print(f"Compensating donor density: {donors:.2e} cm^-3")
print(f"Hole density with donors: {p_comp:.3e} cm^-3")
print(f"Ionized acceptor fraction with donors: {100*fraction_comp:.2f} %")
for mass in (1.5, 2.0):
    value = 100 * hole_formula(mass=mass) / N_A
    print(f"Ionized fraction for mass {mass:.1f} m0: {value:.2f} %")
for level in (0.18, 0.22):
    value = 100 * hole_formula(level=level) / N_A
    print(f"Ionized fraction for E_A={level:.2f} eV: {value:.2f} %")
print(f"Fermi-Dirac change of p: {100*(p_numeric/p-1):.3f} %")
print(f"Band gap used: {GAP:.2f} eV")
print(f"Conduction density at 300 K: {N_C_ROOM:.1e} cm^-3")
print(f"Electron density at 300 K: {electrons(fermi_numeric,T_ROOM):.1e} cm^-3")
print(f"Relative permittivity used: {EPS_R:.1f} (no unit)")
print(f"Screening density: {screening_density:.3e} cm^-3")
print(f"Screening length: {screening_length*1e9:.2f} nm")
print(f"Estimated level lowering: {lowering:.4f} eV")
print(f"Ionized fraction after lowering: {100*fraction_lowered:.2f} %")
print("OK")
```

It prints:

```
Acceptor density N_A: 1.00e+18 cm^-3
Acceptor level E_A: 0.20 eV
Neutral-acceptor degeneracy g: 4 (no unit)
Hole density-of-states mass: 1.00 m0
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Valence density N_V, formula: 2.5094e+19 cm^-3
Valence density N_V, state sum: 2.5094e+19 cm^-3
Boltzmann factor exp(-E_A/kT): 4.3666e-04 (no unit)
Mass-action constant K: 2.7394e+15 cm^-3
Hole density p, formula: 5.0988e+16 cm^-3
Hole density p, numerical neutrality: 5.0970e+16 cm^-3
Ionized fraction, formula: 5.099 %
Ionized fraction, canonical sum: 5.099 %
Acceptors in canonical sum: 200000 (count)
Ionized fraction, weak limit: 5.234 %
Fermi level above valence edge: 0.1603 eV
Acceptor level minus Fermi level: 0.0397 eV
Ionized fraction with g=1: 9.93 %
Ionized fraction with g=2: 7.13 %
Ionized fraction at 300 K: 5.10 %
Ionized fraction at 400 K: 15.68 %
Ionized fraction at 500 K: 30.15 %
Ionized fraction at 600 K: 45.11 %
Compensating donor density: 5.00e+16 cm^-3
Hole density with donors: 3.106e+16 cm^-3
Ionized acceptor fraction with donors: 8.10 %
Ionized fraction for mass 1.5 m0: 6.85 %
Ionized fraction for mass 2.0 m0: 8.42 %
Ionized fraction for E_A=0.18 eV: 7.41 %
Ionized fraction for E_A=0.22 eV: 3.49 %
Fermi-Dirac change of p: -0.035 %
Band gap used: 3.26 eV
Conduction density at 300 K: 2.0e+19 cm^-3
Electron density at 300 K: 1.7e-33 cm^-3
Relative permittivity used: 10.0 (no unit)
Screening density: 9.931e+16 cm^-3
Screening length: 11.99 nm
Estimated level lowering: 0.0120 eV
Ionized fraction after lowering: 6.39 %
OK
```
